\section*{Localised orbital scaling correction for compact and stretched H2+}

\section{Definitions and conventions}

The algebra is in atomic units; energies and lengths in the example are in eV and angstrom. Orbitals are real. We treat one spin channel, and the corrections of the two channels add. Let $\psi_m$ be Kohn--Sham orbitals of a parent density functional, with occupations $n_m$, and
\begin{equation}
\rho_s=\sum_m n_m|\psi_m\rangle\langle\psi_m| .
\end{equation}
Choose a space of occupied and empty orbitals that contains every orbital with $n_m\neq0$. An orthogonal matrix $U$ turns them into localised orbitals, called orbitalets,
\begin{equation}
\phi_i=\sum_m U_{mi}\psi_m ,
\end{equation}
and the local occupation matrix is
\begin{equation}
\lambda_{ij}=\langle\phi_i|\rho_s|\phi_j\rangle=\sum_m n_mU_{mi}U_{mj}.
\label{lam}
\end{equation}
Since empty orbitals take part, $\lambda_{ii}$ can lie between 0 and 1 even when every $n_m$ is an integer. The localised orbital scaling correction (LOSC) is
\begin{equation}
\Delta E=\frac12\sum_{ij}\kappa_{ij}\lambda_{ij}(\delta_{ij}-\lambda_{ij}),
\label{losc}
\end{equation}
where $\kappa$ is the curvature matrix, derived below. It is added to the parent energy after self-consistency, so the density is not changed. We also write
\begin{equation}
(ii|jj)=\iint\frac{\phi_i^2(\mathbf r)\,\phi_j^2(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r' .
\end{equation}

\section{One fractional orbital: the curvature}

The ground-state energy of an open system is a straight line between neighbouring integer electron numbers. Put $n$ electrons into one frozen orbital $\phi$, with $0\le n\le1$, and measure how far a functional falls below its own chord:
\begin{equation}
D(n)=nE(1)+(1-n)E(0)-E(n).
\end{equation}
Terms linear in $n$, such as the kinetic energy and the external potential energy, cancel in $D$. A quadratic term $\frac12\kappa n^2$ gives
\begin{equation}
D(n)=\tfrac12\kappa(n-n^2)=\tfrac12\kappa\,n(1-n).
\label{chord}
\end{equation}
The Hartree energy of the density $n\phi^2$ is $\frac12n^2(\phi\phi|\phi\phi)$, so its curvature is the self-repulsion integral.

Dirac exchange in one spin channel is
\begin{equation}
E_x=-C_x\int\rho^{4/3}d\mathbf r,\qquad C_x=\frac34\left(\frac6\pi\right)^{1/3}.
\end{equation}
With $X=\int|\phi|^{8/3}d\mathbf r$ it becomes $-C_xXn^{4/3}$, and its chord deviation is
\begin{equation}
D_x(n)=-C_xX\,(n-n^{4/3}).
\end{equation}
This is not quadratic. We choose the quadratic form that agrees with it at $n=\frac12$, where (\ref{chord}) equals $\kappa_x/8$:
\begin{align}
\frac{\kappa_x}{8}&=-C_xX\left(\frac12-2^{-4/3}\right)=-\frac12C_xX\left(1-2^{-1/3}\right),\\
\kappa_x&=-4\left(1-2^{-1/3}\right)C_xX=-\frac{2\tau C_x}{3}X,\qquad \tau=6\left(1-2^{-1/3}\right).
\end{align}
For several orbitalets the Hartree part of the mixed second derivative is $(ii|jj)$. For exchange we adopt the symmetric extension of $X$, which reduces to the result above for $i=j$ and vanishes when the orbitalets do not overlap:
\begin{equation}
\kappa_{ij}=(ii|jj)-\frac{2\tau C_x}{3}\int|\phi_i|^{4/3}|\phi_j|^{4/3}d\mathbf r .
\label{kappa}
\end{equation}
The off-diagonal exchange part is a model choice, not a derived derivative.

\section{Many orbitalets: an average over configurations}

The functional is given average local occupations $\bar n_i=\lambda_{ii}$. Suppose that its interaction energy depends on them as
\begin{equation}
E_{\rm int}(\mathbf n)=\sum_ia_in_i+\frac12\sum_{ij}\kappa_{ij}n_in_j,
\label{quad}
\end{equation}
and that its values are acceptable when all $n_i$ are 0 or 1. The one-body energy is linear in $\rho_s$ and needs no correction. Equation (\ref{quad}) neglects the overlap densities $\phi_i\phi_j$ that enter with $\lambda_{ij}$, $i\ne j$. This is justified if the orbitalets do not overlap, or if $\lambda$ is diagonal.

An electron delocalised over several orbitalets is found in one or another of them. The interaction energy should therefore be the average of $E_{\rm int}$ over integer configurations, whereas the functional returns $E_{\rm int}$ at the average occupation. The linear terms cancel in the difference:
\begin{equation}
\Delta E=\langle E_{\rm int}(\hat{\mathbf n})\rangle-E_{\rm int}(\langle\hat{\mathbf n}\rangle)
=\frac12\sum_{ij}\kappa_{ij}\left(\langle\hat n_i\hat n_j\rangle-\bar n_i\bar n_j\right).
\label{cov}
\end{equation}

The covariance follows from the Kohn--Sham determinant. Let $a_m$ annihilate an electron in $\psi_m$ and let $c_i=\sum_mU_{mi}a_m$. For a determinant,
\begin{equation}
\langle a_k^\dagger a_l^\dagger a_pa_q\rangle=n_kn_l(\delta_{kq}\delta_{lp}-\delta_{kp}\delta_{lq}).
\label{pair}
\end{equation}
For $i\neq j$, moving $c_i$ to the right past the two operators $c_j^\dagger c_j$ costs two sign changes, hence none in total:
\begin{align}
\langle\hat n_i\hat n_j\rangle&=\langle c_i^\dagger c_j^\dagger c_jc_i\rangle
=\sum_{kl}n_kn_l\left(U_{ki}^2U_{lj}^2-U_{ki}U_{kj}U_{li}U_{lj}\right)\notag\\
&=\lambda_{ii}\lambda_{jj}-\lambda_{ij}^2 .
\end{align}
For $i=j$, $\hat n_i^2=\hat n_i$ gives $\langle\hat n_i^2\rangle=\lambda_{ii}$. Both cases are contained in
\begin{equation}
\langle\hat n_i\hat n_j\rangle-\bar n_i\bar n_j=\delta_{ij}\lambda_{ii}-\lambda_{ij}^2=\lambda_{ij}(\delta_{ij}-\lambda_{ij}).
\end{equation}
Inserting this in (\ref{cov}) gives (\ref{losc}).

The result also holds for a mixture of an $N$- and an $(N+1)$-electron determinant that differ in one frontier orbital. The terms $k=l$ in (\ref{pair}) cancel. In every other product $n_kn_l$ at most one factor varies between the two determinants, so the average of the product is the product of the averages.

Two properties follow directly. If $\lambda$ is diagonal with elements 0 and 1, then $\Delta E=0$. If $\lambda$ has no elements connecting two distant fragments, the double sum separates and $\Delta E$ is the sum of the fragment corrections.

\section{Choosing the orbitalets}

Localisation in space alone would also mix occupied and empty orbitals of a compact molecule. We therefore penalise the energy spread as well and minimise
\begin{equation}
F=\sum_i\left[\langle r^2\rangle_i-|\langle\mathbf r\rangle_i|^2+W\left(\langle h^2\rangle_i-\langle h\rangle_i^2\right)\right],
\end{equation}
where $h$ is the Kohn--Sham Hamiltonian and $W$ is a chosen weight.

For H$_2^+$ consider first the lowest even orbital $g$ and the lowest odd orbital $u$, with levels $\varepsilon_g<\varepsilon_u$, gap $\Delta=\varepsilon_u-\varepsilon_g$ and $d=\langle g|z|u\rangle$. The origin is the bond midpoint, so parity gives $\langle g|z|g\rangle=\langle u|z|u\rangle=0$. Set
\begin{equation}
\phi_1=\cos\theta\,g+\sin\theta\,u,\qquad \phi_2=-\sin\theta\,g+\cos\theta\,u .
\end{equation}
The sum of $\langle r^2\rangle_i$ is a trace and does not depend on $\theta$. The mean positions along the bond are $\pm d\sin2\theta$, and the transverse ones vanish, so the spatial part of $F$ is a constant minus $2d^2\sin^22\theta$. With $\bar\varepsilon=(\varepsilon_g+\varepsilon_u)/2$, the mean energies are $\bar\varepsilon\mp\frac12\Delta\cos2\theta$, and
\begin{align}
\sum_i\left(\langle h^2\rangle_i-\langle h\rangle_i^2\right)
&=\left(2\bar\varepsilon^2+\tfrac12\Delta^2\right)-\left(2\bar\varepsilon^2+\tfrac12\Delta^2\cos^22\theta\right)\notag\\
&=\tfrac12\Delta^2\sin^22\theta .
\end{align}
Hence
\begin{equation}
F={\rm const}+\left(\tfrac12W\Delta^2-2d^2\right)\sin^22\theta .
\end{equation}
If $\sqrt W\Delta>2|d|$, the minimum is at $\theta=0$ and the orbitalets are $g$ and $u$ themselves. If $\sqrt W\Delta<2|d|$, it is at $\theta=\pi/4$ and they are localised on the two atoms. The pair model has no intermediate stage. This abruptness will reappear in the energy curve.

\section{The two limits of H$_2^+$}

\subsection{Compact ion}

The gap is large and $|d|$ is small, so $\theta=0$. With one electron in $g$, $\lambda={\rm diag}(1,0)$ and (\ref{losc}) gives $\Delta E=0$. In a larger orbital space an asymmetric empty orbitalet could mix slightly with $g$, so the zero is then a numerical question.

\subsection{Stretched ion}

The gap closes while $2|d|$ approaches the separation $R$. The orbitalets are
\begin{equation}
\phi_A=\frac{g+u}{\sqrt2},\qquad\phi_B=\frac{g-u}{\sqrt2},
\end{equation}
where the sign of $\phi_B$ is immaterial. Since $g=(\phi_A+\phi_B)/\sqrt2$, all four elements of $\lambda$ equal $\frac12$. By symmetry $\kappa_{AA}=\kappa_{BB}$, so
\begin{equation}
\Delta E=\frac12\left[2\kappa_{AA}\cdot\frac12\cdot\frac12-2\kappa_{AB}\cdot\frac14\right]=\frac{\kappa_{AA}-\kappa_{AB}}4 .
\label{quarter}
\end{equation}

To see that this is the required amount, consider the parent energy at large $R$. It describes two atoms with half an electron each, and therefore two ions of charge $+\frac12$. With $E(0)=0$ for a bare proton and $D=D(\frac12)$,
\begin{equation}
E_{\rm parent}(R)\simeq2E(\tfrac12)+\frac1{4R}=E(1)-2D+\frac1{4R}.
\label{parent}
\end{equation}
The correct products are a neutral atom and a proton, which have no $1/R$ interaction. The missing energy is thus $2D-1/(4R)$. In (\ref{quarter}), $\kappa_{AA}/4$ stands for $2D$ because $D\simeq\kappa_{AA}/8$. Without overlap, $\kappa_{AB}$ is the repulsion of two distant unit charge clouds and tends to $1/R$, so $-\kappa_{AB}/4$ removes the false repulsion.

For Hartree energy plus Dirac exchange, (\ref{quarter}) can also be found directly from the functional. Without overlap, the delocalised density is $\frac12(\phi_A^2+\phi_B^2)$. Its Hartree energy is $\frac14[(AA|AA)+(AA|BB)]$, against $\frac12(AA|AA)$ for the localised electron. The exchange energies are $-2C_xX\,2^{-4/3}=-C_xX\,2^{-1/3}$ and $-C_xX$. Localised minus delocalised is
\begin{equation}
\frac{(AA|AA)-(AA|BB)}4-C_xX\left(1-2^{-1/3}\right)=\frac{\kappa_{AA}-\kappa_{AB}}4,
\end{equation}
because the exchange part of $\kappa_{AA}$ is $-4(1-2^{-1/3})C_xX$.

\subsection{More than two sites}

For one electron spread evenly over $M$ distant equivalent sites, $\lambda_{ij}=1/M$ for a suitable choice of signs, and
\begin{equation}
\Delta E=\frac{\kappa}{2}\left(1-\frac1M\right)-\frac1{2M^2}\sum_{i\neq j}\kappa_{ij},
\end{equation}
with $\kappa$ the common diagonal element. If all distances grow without limit, the second term vanishes and the correction rises from $\kappa/4$ at $M=2$ towards $\kappa/2$ for many sites. This steady rise belongs to the quadratic model. For a frozen orbital $\phi$ shared among $M$ distant sites, Hartree energy plus Dirac exchange gives the deviation $\frac12(\phi\phi|\phi\phi)(1-1/M)-C_xX(1-M^{-1/3})$. It agrees with the model at $M=2$, but for the hydrogen 1s orbital it is largest near $M=7$ and then falls. For many sites the correction is therefore too large.

\section{Orbital energies}

A correction that vanishes for the total energy can still have a slope. At fixed orbitalets, (\ref{lam}) gives $\partial\lambda_{ij}/\partial n_m=U_{mi}U_{mj}$. Differentiating (\ref{losc}),
\begin{equation}
\Delta\varepsilon_m=\frac{\partial\Delta E}{\partial n_m}=\sum_{ij}\kappa_{ij}\left(\tfrac12\delta_{ij}-\lambda_{ij}\right)U_{mi}U_{mj}.
\end{equation}
For the occupied level of the compact ion this is $\kappa_{gg}(\frac12-1)=-\kappa_{gg}/2$. For the stretched ion every product $U_{gi}U_{gj}$ is $\frac12$. The diagonal terms vanish, and the two off-diagonal ones give $-\kappa_{AB}/2$.

\section{Worked example}

\subsection{How the numbers are made}

The parent functional is BLYP in the cc-pVTZ basis, with exchange-correlation integrals on a numerical grid and the electron held in the lowest even orbital. The reference energy is the lowest eigenvalue of the one-electron Hamiltonian in the same basis, plus the nuclear repulsion. It contains no self-interaction, but it retains the basis-set error and has fixed nuclei. We choose $W=1$ angstrom$^2$/eV$^2$ and include orbitals up to 10 eV, which gives 7 orbitals at $R=1.06$ angstrom and 10 at $R=10$ angstrom. $F$ is minimised by repeated rotations of orbital pairs. The curvature (\ref{kappa}) contains Dirac exchange, so for BLYP it is an approximation. The numbers below belong to this basis. With aug-cc-pVTZ or cc-pVQZ, the errors, levels and curvatures at 1.06 and 10 angstrom move by about 0.01 eV or less, and the switching distance moves out by about 0.01 angstrom. At intermediate distances the shift is larger: at 2.50 angstrom aug-cc-pVTZ gives a BLYP error of $-1.22$ eV and a LOSC error of 0.42 eV. The curvature of the hydrogen atom falls by 0.05 eV in aug-cc-pVQZ.

\subsection{The fractional hydrogen atom}

The BLYP orbital of the hydrogen atom gives $\kappa=10.84$ eV, so the model deviation at half filling is $10.84/8=1.36$ eV. Self-consistent BLYP energies at $n=\frac12$ and $n=1$ give $D=1.50$ eV. The difference combines orbital relaxation with the difference between BLYP and Dirac exchange; the two are not separated here.

Away from half filling the quadratic form has its own error. At $n=\frac14$ it gives $\frac12\kappa\cdot\frac14\cdot\frac34=1.02$ eV, while frozen Hartree plus Dirac exchange gives 0.91 eV.

\subsection{The energy curve}

Errors below are relative to the reference at the same $R$.

\begin{center}
\begin{tabular}{rrrr}
$R$ (angstrom) & BLYP error (eV) & $\Delta E$ (eV) & LOSC error (eV)\\
1.06 & $-0.13$ & 0.00 & $-0.13$\\
1.50 & $-0.44$ & 0.00 & $-0.44$\\
2.00 & $-0.85$ & 0.00 & $-0.85$\\
2.50 & $-1.26$ & 1.65 & 0.39\\
3.00 & $-1.59$ & 1.85 & 0.26\\
6.00 & $-2.33$ & 2.43 & 0.10\\
10.00 & $-2.57$ & 2.67 & 0.10
\end{tabular}
\end{center}

At 1.06 angstrom the gap is 11.1 eV, so $\sqrt W\Delta=11.1$ angstrom, far above $2|d|=1.14$ angstrom. The orbitalets stay canonical, and in the 7-orbital space $\Delta E$ is below $10^{-5}$ eV. The BLYP error of $-0.13$ eV is left as it was.

At 10 angstrom the gap is below $10^{-6}$ eV and $2|d|=10.0$ angstrom. The curvatures are $\kappa_{AA}=12.13$ eV and $\kappa_{AB}=1.44$ eV, the latter equal to $1/R$ to the digits shown. Equation (\ref{quarter}) gives
\begin{equation}
\Delta E=\frac{12.13-1.44}{4}\ {\rm eV}=2.67\ {\rm eV}\quad(0.0982\ \text{hartree}).
\end{equation}
The error falls in size from 2.57 to 0.10 eV. Halving or doubling $W$ leaves $\Delta E$ unchanged to $10^{-5}$ eV at both 1.06 and 10 angstrom.

The remaining 0.10 eV can be divided with (\ref{parent}). The model term $\kappa_{AA}/4=3.033$ eV exceeds $2D=2.996$ eV by about 0.04 eV. The other 0.06 eV is, by difference, the BLYP error of the integer hydrogen atom, which LOSC is not built to remove. The close agreement of $\kappa_{AA}/4$ with $2D$ owes something to the orbital used. The curvature in the stretched ion is 12.13 eV, against 10.84 eV in the neutral atom. Both parts of $\kappa$ scale as an inverse length, so a larger $\kappa$ is what a more compact orbital gives, as expected for an atom with half an electron and weaker self-repulsion.

The false repulsion is visible in the BLYP curve. Its error rises by 0.242 eV on going from 10 to 6 angstrom, and $1/(4R)$ accounts for 0.240 eV. After correction the error is the same at both distances within 0.01 eV.

\subsection{The occupied level}

At 1.06 angstrom the BLYP level is $-23.54$ eV and the reference eigenvalue is $-29.97$ eV. The shift of $-5.75$ eV brings the level to $-29.29$ eV, although the total energy has not moved. At 10 angstrom the shift is $-\kappa_{AB}/2=-0.72$ eV. It takes the level from $-14.51$ to $-15.23$ eV, with the reference at $-15.04$ eV. An error of 0.53 eV above the reference becomes one of 0.19 eV below it.

\section{Where the correction fails}

\subsection{The switching distance}

Solving $\sqrt W\Delta=2|d|$ numerically with the BLYP orbitals gives a switch at 2.12 angstrom. In the larger orbital space, $\Delta E$ is 0.00 eV at 1.97 angstrom and 1.54 eV at 2.27 angstrom. The error changes from $-0.83$ to $+0.45$ eV. The corrected curve therefore has a jump, and forces or barriers in this region should not be taken from it. The position of the jump depends on $W$: a larger weight keeps the orbitalets canonical down to a smaller gap, hence to a larger separation.

On the short side of the jump the BLYP error is untouched, although it already reaches $-0.85$ eV at 2.00 angstrom. On the long side the correction is too large. There the orbitalets still overlap while $\lambda_{AB}=\frac12$, so the neglect of overlap densities in (\ref{quad}) is not justified. It is not the only source of the excess: with Hartree energy plus Dirac exchange, the localised-minus-delocalised difference evaluated with the full densities at 2.50 angstrom is 1.49 eV, about 0.16 eV below the correction. Of this, 0.13 eV comes from the overlap densities and 0.03 eV from the model form of the exchange curvature for overlapping orbitalets. The total is less than half of the 0.39 eV error.

\subsection{Fractional spin}

Take stretched H$_2$ with both spins in the same even orbital. Each spin channel has all $\lambda_{ij}=\frac12$ and contributes (\ref{quarter}), so the total correction is $(\kappa_{AA}-\kappa_{AB})/2$, which is positive at large $R$. The determinant has no covariance between occupations of opposite spin, although in the true state the two electrons avoid sitting on the same atom. If the parent energy lies above that of two separate atoms, as it does when the fractional-spin error dominates, LOSC moves it further away. That error needs a correction which couples the two spins.

All numerical values are calculated from the stated model.
